# Spin-Split Bands in a Compensated Square-Lattice Antiferromagnet

## Problem

A square lattice has spacing $a$ between nearest sites. Sites with even $x+y$ (in units of $a$) form sublattice A, the others sublattice B. The axes $x$ and $y$ run along the A–B bonds, and wavevectors are in units of $1/a$. Each site carries one orbital. The Hamiltonian contains $-t$ for each nearest-neighbour hop and the following diagonal hops:

- on A, $-t_1$ along $(1,1)$ and $-t_2$ along $(1,-1)$;
- on B, $-t_2$ along $(1,1)$ and $-t_1$ along $(1,-1)$.

Antiferromagnetic order enters as a staggered exchange field $J>0$, which shifts a spin $\sigma=\pm1$ by $-\sigma J$ on A and by $+\sigma J$ on B. There is no spin-orbit coupling. All parameters are real, $t\neq0$ and $t_1\ne t_2$.

(a) Find the bands and the difference $E_\uparrow-E_\downarrow$. Where in the magnetic Brillouin zone does it vanish, and how large can it become?

(b) Find the net moment at arbitrary filling and temperature.

(c) Which relations between the diagonal hoppings on A and B do the answers to (a) and (b) require?

(d) Find the sublattice moment at half filling and the Hubbard repulsion $U$ that sustains $J$ in mean field.

(e) Evaluate the results for $a=0.28$ nm, $t=0.40$ eV, $t_1=0.25$ eV, $t_2=0.05$ eV, $J=1.0$ eV and $T=300$ K, with 1 and with 1.1 electrons per site.

(f) Estimate the effects of strain, spin-orbit coupling and spin fluctuations.

## Solution

### (a) Bands and splitting

Take Bloch waves on each sublattice with phases $e^{i\mathbf k\cdot\mathbf r}$ at the actual site positions. An A site has four B neighbours, at $\pm\hat x$ and $\pm\hat y$, so the off-diagonal element is

$$\gamma=-t\left(e^{ik_x}+e^{-ik_x}+e^{ik_y}+e^{-ik_y}\right)=-2t(\cos k_x+\cos k_y).$$

The diagonal hops join sites of the same sublattice and give

$$\varepsilon_A=-2t_1\cos(k_x+k_y)-2t_2\cos(k_x-k_y),$$
$$\varepsilon_B=-2t_2\cos(k_x+k_y)-2t_1\cos(k_x-k_y).$$

Split these into half their sum and half their difference. Since $\cos(k_x+k_y)+\cos(k_x-k_y)=2\cos k_x\cos k_y$ and $\cos(k_x-k_y)-\cos(k_x+k_y)=2\sin k_x\sin k_y$,

$$\varepsilon=\tfrac12(\varepsilon_A+\varepsilon_B)=-2(t_1+t_2)\cos k_x\cos k_y,$$
$$\delta=\tfrac12(\varepsilon_A-\varepsilon_B)=2(t_1-t_2)\sin k_x\sin k_y.$$

Let $\tau_{x,y,z}$ be Pauli matrices in sublattice space, with $\tau_z=+1$ on A. Spin is conserved, and each spin has its own $2\times2$ matrix

$$H_\sigma=\varepsilon+\gamma\tau_x+(\delta-\sigma J)\tau_z .$$

The matrices $\tau_x$ and $\tau_z$ anticommute, so $(H_\sigma-\varepsilon)^2=\gamma^2+(\delta-\sigma J)^2$. As $H_\sigma-\varepsilon$ is traceless, its two eigenvalues are opposite:

$$E_{\sigma\pm}=\varepsilon\pm R_\sigma,\qquad R_\sigma=\sqrt{\gamma^2+(\delta-\sigma J)^2}.$$

The splitting of the upper band is $R_\uparrow-R_\downarrow$, that of the lower band its negative. From $R_\uparrow^2-R_\downarrow^2=(\delta-J)^2-(\delta+J)^2=-4J\delta$, division by $R_\uparrow+R_\downarrow$ gives

$$E_{\uparrow\pm}-E_{\downarrow\pm}=\mp\frac{4J\delta}{R_\uparrow+R_\downarrow}. \tag{1}$$

The denominator could vanish only if $\delta=J$ and $\delta=-J$ held together, which $J>0$ forbids. The splitting is therefore zero where $\delta=0$ and nowhere else, that is, where $\sin k_x\sin k_y=0$.

This condition includes $k_x=\pm\pi$ and $k_y=\pm\pi$ as well as the axes. A shift of $\mathbf k$ by $(\pi,\pi)$, a reciprocal vector of the two-site cell, reverses $\gamma$ and leaves $\varepsilon$ and $\delta$ alone, so the energies are unchanged. It carries the line $k_x=\pi$ onto $k_x=0$. In the magnetic zone $|k_x|+|k_y|\le\pi$ the outer lines touch only the corners, which already lie on the axes. The nodes there are just the lines $k_x=0$ and $k_y=0$. The splitting changes sign across each of them, the pattern called d-wave.

For the size, note that at fixed $\delta$ the denominator of (1) is smallest at $\gamma=0$, where it equals $|\delta-J|+|\delta+J|=2\max(J,|\delta|)$. Hence

$$|E_\uparrow-E_\downarrow|\le 2\min(J,|\delta|).$$

The largest $|\delta|$ is $2|t_1-t_2|$, reached at $(\pi/2,\pm\pi/2)$. There $\gamma=0$ too, so the bound is attained, and the maximum over the zone is $2\min(J,2|t_1-t_2|)$.

Three limits show what sets the splitting.

- For $J$ much larger than $|\gamma|$ and $|\delta|$, the denominator tends to $2J$ and the upper-band splitting to $-2\delta$. Each state then sits on one sublattice, and the spins differ because the sublattices have different dispersions. The exchange field no longer sets the scale.
- For $J\ll\sqrt{\gamma^2+\delta^2}$, the upper-band splitting is $-2J\delta/\sqrt{\gamma^2+\delta^2}$, linear in the order.
- Near $\mathbf k=0$, $\delta\simeq2(t_1-t_2)k_xk_y$ and $\gamma\simeq-4t$. The upper-band splitting is then $-4J(t_1-t_2)k_xk_y/\sqrt{16t^2+J^2}$ to leading order.

If $t_1=t_2$, then $\delta=0$ and the bands are spin degenerate everywhere, as in an ordinary two-sublattice antiferromagnet. Reversal of the order, $J\to-J$, interchanges the two spins in every band. The two states of a memory cell would thus differ in the sign of the splitting.

### (b) Net moment

Under $k_x\to-k_x$, $\varepsilon$ and $\gamma$ are even and $\delta$ is odd. An exchange of the sublattices, $\tau_x(\dots)\tau_x$, reverses $\tau_z$ and keeps $\tau_x$. Therefore

$$\tau_xH_\uparrow(k_x,k_y)\tau_x=\varepsilon+\gamma\tau_x+(-\delta+J)\tau_z=H_\downarrow(-k_x,k_y),$$

and so $E_{\uparrow\pm}(k_x,k_y)=E_{\downarrow\pm}(-k_x,k_y)$. The mirror $k_x\to-k_x$ maps the zone onto itself. With $f$ the Fermi function and $n=\pm$ the band index,

$$N_\uparrow=\sum_{\mathbf k,n}f\big(E_{\uparrow n}(k_x,k_y)\big)=\sum_{\mathbf k,n}f\big(E_{\downarrow n}(-k_x,k_y)\big)=N_\downarrow .$$

The moment along the ordering axis vanishes for every chemical potential and temperature, in the metal as in the insulator. The transverse components vanish because each eigenstate has a definite spin along that axis.

The same relation yields the nodes a second time. On $k_x=0$ a wavevector is its own mirror image, so the two spins must agree; the mirror $k_y\to-k_y$ does the same for $k_y=0$. Away from these lines the symmetry relates the spins at different wavevectors. This is how zero total moment and split bands coexist.

The argument takes $J$ as given and purely staggered. Whether interactions would add a uniform component is a question of stability, taken up in (d).

### (c) Which hoppings are allowed

It is not enough that the diagonal hoppings differ between the sublattices. Let them be $a_+,a_-$ on A and $b_+,b_-$ on B, with $+$ for $(1,1)$ and $-$ for $(1,-1)$. Then

$$\delta=-(a_+-b_+)\cos(k_x+k_y)-(a_--b_-)\cos(k_x-k_y).$$

On $k_x=0$ both cosines equal $\cos k_y$, and

$$\delta(0,k_y)=-\left[(a_++a_-)-(b_++b_-)\right]\cos k_y .$$

The same holds on the other axis with $k_x$ in place of $k_y$. Equation (1) was derived for general $\delta$, so the axes are nodal if and only if $a_++a_-=b_++b_-$.

The mirror argument of (b) needs an even $\varepsilon$ as well. Its part odd in $k_x$ is $(a_++b_+-a_--b_-)\sin k_x\sin k_y$, so $a_++b_+=a_-+b_-$ is required. Adding the two conditions gives $a_+=b_-$, and subtracting them gives $a_-=b_+$. This is the arrangement of the problem: the hoppings on B are those on A turned by $90^\circ$. It is not the only way to zero moment: if $a_\pm=b_\pm$, then $\delta=0$ and the moment also vanishes, but the bands are not split. Nodal axes alone do not suffice: $a_+=0.25$, $a_-=0.05$, $b_+=0.10$, $b_-=0.20$ eV keeps the axes nodal yet gives $-0.070\,\mu_B$ per cell at 1.1 electrons per site, with the other parameters of (e).

A counterexample has isotropic diagonal hoppings, 0.25 eV on A and 0.05 eV on B, with the other parameters of (e). The splitting on $k_y=0$ then reaches 0.80 eV. With 1.1 electrons per site, the same zone sum as in (e) gives a net moment of $-0.018\,\mu_B$ per two-site cell. That system is a ferrimagnet in the sense that its sublattices are inequivalent.

### (d) Sublattice moment and the repulsion behind it

At half filling with a gap, and at zero temperature, the lower band of each spin is full. The projector on the lower state is $\frac12[1-(H_\sigma-\varepsilon)/R_\sigma]$, and its A element is $\frac12[1-(\delta-\sigma J)/R_\sigma]$. With $\langle\dots\rangle$ the zone average, the A moment in $\mu_B$ (taking $g=2$) is

$$m=n_{A\uparrow}-n_{A\downarrow}=\frac12\left\langle\frac{J-\delta}{R_\uparrow}+\frac{J+\delta}{R_\downarrow}\right\rangle=\left\langle\frac{J-\delta}{R_\uparrow}\right\rangle. \tag{2}$$

The last step uses $k_x\to-k_x$, which turns the second term into the first. The B element has the opposite sign of $\delta-\sigma J$, so the B moment is $-m$.

In Hubbard mean field a spin feels $U$ times the density of the opposite spin on its site. With $n$ electrons per site, $n_{A\downarrow}=(n-m)/2$ and $n_{A\uparrow}=(n+m)/2$. The potentials on A are thus $Un/2\mp Um/2$ for up and down, and comparison with $\mp J$ gives

$$J=\tfrac12Um .$$

For the parameters of (e), a sum over a $200\times200$ grid gives $m=0.822$. Hence $U=2\times1.0/0.822=2.43$ eV, or $U/t=6.1$.

A staggered field thus reproduces itself, but one can also let the four densities $n_{A\uparrow},n_{A\downarrow},n_{B\uparrow},n_{B\downarrow}$ vary freely. I iterated the mean-field equations at 300 K and $U=2.43$ eV on a $32\times32$ grid, from densities with a net moment of $0.30\,\mu_B$ per cell. At half filling the net moment fell to zero and $J$ settled at 1.00 eV. With 1.1 electrons per site, a starting moment of $0.33\,\mu_B$ also decayed to zero within rounding, and $J$ settled at 0.85 eV. Compensation is therefore stable from these collinear starts. In the doped case a canted start, with a net moment transverse to the order, also returns to zero when the spin direction on each site is left free. The two-site cell cannot reveal spirals or phase separation, which remain possible in the doped system.

### (e) Numbers

The prefactors are $2(t_1+t_2)=0.60$ eV, $2t=0.80$ eV and $2(t_1-t_2)=0.40$ eV. At $(\pi/4,\pi/4)$ both cosines and both sines are 0.7071, so

$$\varepsilon=-0.300,\quad\gamma=-1.131,\quad\delta=0.200\ \text{eV},$$
$$R_\uparrow=\sqrt{1.280+0.640}=1.386,\quad R_\downarrow=\sqrt{1.280+1.440}=1.649\ \text{eV}.$$

The upper levels are 1.086 eV for up and 1.349 eV for down, a splitting of $-0.264$ eV. Equation (1) gives the same: $-4(1.0)(0.200)/3.035=-0.264$ eV. Other points follow in the same way (energies in eV):

| $\mathbf k$ | up, lower | up, upper | down, lower | down, upper |
|---|---|---|---|---|
| $(0,0)$ | −2.49 | 1.29 | −2.49 | 1.29 |
| $(\pi/2,0)$ | −1.28 | 1.28 | −1.28 | 1.28 |
| $(\pi,0)$ | −0.40 | 1.60 | −0.40 | 1.60 |
| $(\pi/2,\pi/2)$ | −0.60 | 0.60 | −1.40 | 1.40 |
| $(\pi/2,-\pi/2)$ | −1.40 | 1.40 | −0.60 | 0.60 |

The first three points lie on an axis and are degenerate. The last two show the largest splitting, 0.80 eV, with opposite signs; there $|k_x|=|k_y|=\pi/(2a)=5.6$ nm$^{-1}$. A scan of the zone puts the top of the lower bands at $-0.40$ eV and the bottom of the upper bands at 0.60 eV. The gap is indirect and measures 1.0 eV, about 39 times $k_BT=0.026$ eV.

In the half-filled insulator both spins of the lower band are occupied at each $\mathbf k$, apart from thermal excitation. The spin density in $k$-space is then zero point by point, although the levels are split. Doping changes this. The extra 0.1 electron per site is a sheet density of $0.1/(0.28\ \text{nm})^2=1.3\times10^{14}$ cm$^{-2}$ and puts the Fermi level at 0.91 eV. The electrons enter the spin-up valley at $(\pi/2,\pi/2)$ and the spin-down valley at $(\pi/2,-\pi/2)$; the remaining two quadrants hold copies of these, shifted by reciprocal vectors.

Summed over $k_xk_y>0$, the spin is $+0.100\,\mu_B$ per cell, and over $k_xk_y<0$ it is $-0.100\,\mu_B$. The magnitudes add up to the 0.2 electrons added per cell. To this accuracy every added electron has the spin of its valley, while the total moment is zero.

These doped values keep $J=1.0$ eV, which at this filling requires $U=2.72$ eV. With the $U=2.43$ eV of (d), $J$ falls to 0.85 eV and the Fermi level to 0.80 eV, but the valley spins remain $\pm0.100\,\mu_B$.

### (f) What the model leaves out

**Strain.** Let strain weaken all hops along $(1,1)$ by a fraction $\eta=0.05$, with $J$ and the other hops held fixed. The sums in (c) are no longer equal, and on $k_y=0$

$$\delta=\eta(t_1-t_2)\cos k_x .$$

At $(\pi,0)$, where $\gamma=0$, the splitting is $2|\delta|=2(0.05)(0.20)$ eV $=20$ meV. The insulator stays compensated apart from thermal carriers, because each spin still has one full band.

The doped metal does not. The up valley at $(\pi/2,\pi/2)$ lies on B, where $\varepsilon_B=2b_+-2b_-$, and moves by $-2\eta t_2=-5$ meV. The down valley at $(\pi/2,-\pi/2)$ lies on A, where $\varepsilon_A=-2a_++2a_-$, and moves by $+2\eta t_1=+25$ meV. Each valley holds 0.1 electron per cell within $0.91-0.60=0.31$ eV. A constant density of states would be $0.1/0.31=0.32$ per eV, and the relative shift of 30 meV would give about $0.010\,\mu_B$. The full zone sum gives $0.009\,\mu_B$ per cell. The close agreement is partly luck: the density of states at the Fermi level is higher, 0.44 per eV, but the mean relative shift there is only about 21 meV. These values hold $J$ fixed; if the densities relax at fixed $U$, the moment rises to $0.011\,\mu_B$ for $U=2.43$ eV and $0.012\,\mu_B$ for $U=2.72$ eV.

**Spin-orbit coupling.** Suppose that the layer is a mirror plane and that the hops from a site along its two diagonal directions differ because unlike atoms sit at the centres of adjacent squares. The mirror allows only $\sigma_z$ (normal to the layer) in a spin-dependent hop within the layer. An electron leaving A along $\pm x$ has a given kind of atom on its left, and along $\pm y$ on its right, so the hop $i\lambda\sigma_z$ changes sign between the two directions. Up to an overall sign this adds $\lambda_k\tau_y\sigma_z$ with $\lambda_k=2\lambda(\cos k_x-\cos k_y)$.

If the moments are normal to the layer, $\sigma_z$ is conserved and $\gamma^2$ is replaced by $\gamma^2+\lambda_k^2$ for both spins. The nodes survive. If the moments lie along $x$, the matrix on a nodal line is

$$H-\varepsilon=\gamma\tau_x-J\tau_z\sigma_x+\lambda_k\tau_y\sigma_z .$$

The first term anticommutes with the other two. Those two commute, with product $\tau_z\sigma_x\tau_y\sigma_z=-\tau_x\sigma_y$, so the square is

$$(H-\varepsilon)^2=\gamma^2+J^2+\lambda_k^2+2J\lambda_k\tau_x\sigma_y .$$

Since $\tau_x\sigma_y$ has eigenvalues $\pm1$, the levels are $\varepsilon\pm\sqrt{\gamma^2+(J\pm\lambda_k)^2}$ with independent signs. At $(\pi,0)$, $\gamma=0$ and $|\lambda_k|=4\lambda$, so the node opens by $8\lambda$. An assumed $\lambda=5$ meV gives 40 meV, or 5% of the largest splitting. A zone sum for the doped case finds no net moment from this term; other spin-orbit terms, absent from a one-orbital model, could produce one.

**Spin fluctuations.** For large $U/t$ the half-filled model becomes a spin-1/2 magnet with exchange constants $4t^2/U$ between neighbours and $4t_1^2/U$, $4t_2^2/U$ along the diagonals. Linear spin-wave theory, with bosons $a$ on A and $b$ on B, gives for each wavevector $A\,a^\dagger a+B\,b^\dagger b+C(ab+a^\dagger b^\dagger)$. In units of $4/U$,

$$A=2t^2-t_1^2[1-\cos(k_x+k_y)]-t_2^2[1-\cos(k_x-k_y)],$$

$B$ follows by exchanging $t_1$ and $t_2$, and $C=t^2(\cos k_x+\cos k_y)$. A Bogoliubov rotation with $\cosh2\theta=s/\sqrt{s^2-C^2}$, $s=(A+B)/2$, removes the pair terms. The zero-point number of bosons per site is the average of $\sinh^2\theta$:

$$\Delta S=\frac12\left\langle\frac{s}{\sqrt{s^2-C^2}}-1\right\rangle=0.28 .$$

Out of a spin of 0.5, this leaves a fraction 0.43 of the moment. It is the largest correction found here, and at $U/t=6$ only a rough one. It leaves the symmetry argument intact but makes the mean-field moment too large.

**A real case.** The parameters are round values, not fitted to a compound, but the lattice and its spacing are close to those of layered vanadium oxychalcogenides such as KV$_2$Se$_2$O. Their vanadium atoms form a square lattice whose diagonals, seen from one site, pass through oxygen in one direction and between selenium atoms above and below the plane in the other, with the roles exchanged between sublattices. This supplies the $90^\circ$ relation of (c). Published band calculations for this family also find large splittings, of the order of an electronvolt. The 0.80 eV here follows from the chosen hoppings and is not a prediction for these compounds.

The one-orbital description is the assumption such a material breaks most plainly. Vanadium has several active d orbitals and can carry a larger spin. At this order $\Delta S$ does not depend on the spin, so its relative effect would be smaller. The chosen doping is also well below the nominal 0.5 electron per vanadium that potassium supplies, yet far above the roughly $10^{13}$ cm$^{-2}$ of ordinary gating.

At 300 K the model's exchange scale, $4t^2/U=0.26$ eV, is ten times $k_BT$; that of a real compound has to be found separately. Even so, an isolated layer with isotropic spins has no long-range order at finite temperature, so anisotropy or coupling between layers must hold the order assumed throughout. The sign of that coupling matters: for layers stacked site above site, parallel order keeps the splitting, while antiparallel order gives neighbouring layers opposite splittings and leaves the bulk bands spin degenerate. The single-layer result carries over to a layered compound only once its magnetic stacking is known. For a memory film that must stay both spin split and compensated at any doping, the strain result gives a condition within this model: the two diagonal directions must remain equivalent up to an exchange of the sublattices, since a 5% change of hopping along one of them already magnetizes the doped layer.
